# Chip yield with a gamma-distributed defect rate

A lithography layer prints ten billion contact holes on every chip. Now and then one hole fails to open, and in a circuit without spare parts one missing hole kills the chip. Inspection of many chips gives the mean number of missing holes per chip, $D$. What fraction of chips has none?

If every chip has the same failure rate, the answer is $e^{-D}$. But the failure rate of a small hole depends steeply on dose, and the effective dose differs a little from chip to chip. The same mean $D$ can then belong to a different yield. These notes begin with equal chips and let the rate vary in stages.

## 1. All chips equal

Let a chip have $M$ holes that fail independently, each with probability $p$, and let $L=Mp$ be the expected number of failures. The chip works if no hole fails:

$$(1-p)^M=e^{M\ln(1-p)}=\exp\left(-Mp-\tfrac12Mp^2-\dots\right).$$

The first term gives $e^{-L}$; the next is a relative correction of about $Mp^2/2$. For $M=10^{10}$ and $p=5\times10^{-11}$ it is $1.3\times10^{-11}$, which can be dropped.

The full count $N$ follows in the same limit. The probability of $n$ failures is

$$\binom Mn p^n(1-p)^{M-n}=\frac{M(M-1)\cdots(M-n+1)}{M^n}\,\frac{L^n}{n!}\left(1-\frac LM\right)^{M-n}.$$

For fixed $n$ and $L$ and large $M$, the first fraction tends to 1 and the last factor to $e^{-L}$. This is the Poisson law,

$$P(n|L)=\frac{L^n}{n!}e^{-L},\qquad P(0|L)=e^{-L}.$$

With $L=D$ on every chip, the yield is $e^{-D}$.

## 2. Two kinds of chip

Now let half of the chips have $L=D(1+s)$ and half $L=D(1-s)$, with $0<s\le1$. The mean count is still $D$. The mean yield is

$$Y=\tfrac12e^{-D(1+s)}+\tfrac12e^{-D(1-s)}=e^{-D}\cosh(Ds)>e^{-D}.$$

The good chips gain more than the bad chips lose. For $s\to0$ the Poisson value returns. For $s=1$ half of the chips have zero failure rate, and $Y=\frac12(1+e^{-2D})$ stays above one half however large $D$ is.

**The variation must be shared.** Take two holes whose failure probability is $\bar p+\epsilon$ or $\bar p-\epsilon$ with equal chance. If each hole draws its value independently, the average of the product is the product of the averages, and both holes open with probability $(1-\bar p)^2$. If both holes share one draw, the probability is

$$\tfrac12(1-\bar p-\epsilon)^2+\tfrac12(1-\bar p+\epsilon)^2=(1-\bar p)^2+\epsilon^2.$$

Only the shared variation helps. The first statement holds for any number of independent holes, $\langle\prod_i(1-p_i)\rangle=\prod_i(1-\langle p_i\rangle)$. Noise that differs independently from hole to hole thus enters the yield through the mean failure probability alone.

## 3. Any distribution of the rate

Angle brackets denote the average over chips, with $\langle L\rangle=D$. Since $e^{-z}\ge1-z$, with equality only at $z=0$, setting $z=L-D$ gives

$$e^{-L}=e^{-D}e^{-(L-D)}\ge e^{-D}\left[1-(L-D)\right].$$

On averaging, the term in $L-D$ vanishes, so $Y=\langle e^{-L}\rangle\ge e^{-D}$. The inequality is strict unless $L=D$ on all chips, apart from a set of probability zero. This is Jensen's inequality for the convex function $e^{-L}$. The sign of the effect therefore doesn't depend on the form of the distribution; its size does.

For a narrow distribution, expand to second order in $L-D$:

$$Y\approx e^{-D}\left[1+\tfrac12\mathrm{Var}(L)\right].$$

This requires the deviations $L-D$, counted in defects, to be small compared with 1.

## 4. The gamma law

A convenient positive distribution with adjustable width is the gamma density of mean $D$ and shape $a>0$,

$$f(L)=\frac{(a/D)^a}{\Gamma(a)}L^{a-1}e^{-aL/D},\qquad L>0.$$

It is a model choice here, not a consequence of photon statistics. With $t=aL/D$, its moments are

$$\langle L^m\rangle=\left(\frac Da\right)^m\frac1{\Gamma(a)}\int_0^\infty t^{a+m-1}e^{-t}\,dt=\left(\frac Da\right)^m\frac{\Gamma(a+m)}{\Gamma(a)}.$$

For $m=0$ this is 1, so $f$ is normalized. For $m=1$, $\Gamma(a+1)=a\Gamma(a)$ gives the mean $D$. For $m=2$ it gives $(D/a)^2a(a+1)=D^2+D^2/a$, so the variance is $D^2/a$. The relative variance is $1/a$: a small $a$ means a broad spread.

The yield is the average of $e^{-L}$. The two exponentials combine into $e^{-(1+a/D)L}$, and the substitution $t=(1+a/D)L$ gives

$$Y=\frac{(a/D)^a}{\Gamma(a)}\int_0^\infty L^{a-1}e^{-(1+a/D)L}\,dL=\frac{(a/D)^a}{(1+a/D)^a}.$$

Multiplying numerator and denominator inside the power by $D/a$,

$$\boxed{Y=\left(1+\frac Da\right)^{-a}}$$

**How far above Poisson.** Put $x=D/a$ and write $\ln(1+x)=\int_0^x dt/(1+t)$. For $t>0$, $(1-t)(1+t)=1-t^2<1$, so $1-t<1/(1+t)<1$. Integrating from 0 to $x$,

$$x-\tfrac12x^2<\ln(1+x)<x.$$

Multiply by $a$ and use $-\ln Y=a\ln(1+x)$:

$$D-\frac{D^2}{2a}<-\ln Y<D,\qquad\text{so}\qquad1<\frac{Y}{e^{-D}}<e^{D^2/(2a)}.$$

For $a\to\infty$ at fixed $D$ the bounds close and $Y\to e^{-D}$. When $D^2/a$ is small, the upper bound agrees to first order with the narrow-distribution result of section 3, since $\mathrm{Var}(L)/2=D^2/(2a)$. Both are close to the true ratio only if $D/a$ is small as well; for $D=a=0.05$ the true excess is 1.5 %, against 2.5 % from the bound.

**Dependence on the shape.** At fixed $D$,

$$\frac{d(-\ln Y)}{da}=\ln(1+x)+a\,\frac{-D/a^2}{1+x}=\ln(1+x)-\frac{x}{1+x}.$$

This is positive, because $1/(1+t)>1/(1+x)$ for $t<x$, and integration over $t$ gives $\ln(1+x)>x/(1+x)$. The yield thus falls steadily towards the Poisson value as $a$ grows. For $D=1$:

| shape $a$ | yield |
|---|---|
| 0.5 | 57.7 % |
| 1 | 50.0 % |
| 2 | 44.4 % |
| 5 | 40.2 % |
| Poisson limit | 36.8 % |

In the opposite limit, $a\to0$ at fixed $D$, the exponent $a\ln(1+D/a)$ tends to zero and $Y\to1$: nearly all chips are clean, and a vanishing fraction carries all the defects. For fixed $a$ and $D$ much larger than both $a$ and $a^2$, $Y\approx(a/D)^a$, a power law instead of an exponential. This tail depends on how many chips the gamma law places near $L=0$, and should not be trusted unless that part of the distribution is known.

## 5. Where the defects go

The mean count is the same as for equal chips, so a higher yield must mean more defects on the chips that fail. Averaging the full Poisson law over $f$ gives, by the same integral with $a+n$ in place of $a$,

$$P(n)=\frac{\Gamma(a+n)}{n!\,\Gamma(a)}\frac{(a/D)^a}{(1+a/D)^{a+n}}.$$

Inserting $1+a/D=(a/D)(1+D/a)$ leaves the factor $(a/D)^{-n}=(D/a)^n$:

$$P(n)=\frac{\Gamma(a+n)}{n!\,\Gamma(a)}\left(\frac Da\right)^n\left(1+\frac Da\right)^{-a-n}.$$

This is the negative binomial law; $n=0$ returns $Y$. For a Poisson count at given $L$, the mean is $L$ and the mean square is $L+L^2$. Averaging over $L$,

$$\langle N\rangle=D,\qquad\mathrm{Var}(N)=D+\left(D^2+\frac{D^2}a\right)-D^2=D+\frac{D^2}a.$$

Chips without defects add nothing to the mean, so $D=(1-Y)\,\bar n_{\rm fail}$, where $\bar n_{\rm fail}$ is the mean count on failed chips. Hence $\bar n_{\rm fail}=D/(1-Y)$, which rises with $Y$ at fixed $D$.

## 6. Variation within a chip

So far one rate applied to the whole chip. Divide the chip into $k$ equal regions with independent rates, each gamma distributed with mean $D/k$ and the same shape $a$. All regions must be clean, and the averages multiply:

$$Y_k=\left[\left(1+\frac{D/k}{a}\right)^{-a}\right]^k=\left(1+\frac D{ka}\right)^{-ka}.$$

This is the earlier formula with shape $ka$. One region restores section 4; many regions give $e^{-D}$, because the variations average out within each chip. The shape $a$ thus belongs to a spread and a chip size together, and a value fitted on one chip size need not hold for another.

## 7. From dose to defect rate

For a physical source of the spread, let $r$ be the relative error of the effective dose, common to all holes of a chip. Suppose the missing-hole probability rises tenfold for each 5 % of dose lost:

$$p=p_0\,10^{-r/0.05}=p_0e^{-\beta r},\qquad\beta=\frac{\ln10}{0.05}=46.05.$$

Let $r$ be normally distributed with mean zero and standard deviation $\delta$. Then $L=D_0e^{\sigma g}$, where $D_0=Mp_0$ is the count at nominal dose, $\sigma=\beta\delta$, and $g$ is a standard normal variable (its sign is immaterial by symmetry). This law is lognormal, not gamma. Completing the square in the Gaussian integral,

$$-\tfrac12g^2+m\sigma g=-\tfrac12(g-m\sigma)^2+\tfrac12m^2\sigma^2,$$

gives $\langle e^{m\sigma g}\rangle=e^{m^2\sigma^2/2}$. Therefore

$$D=D_0e^{\sigma^2/2},\qquad\frac{\langle L^2\rangle}{D^2}-1=\frac{e^{2\sigma^2}}{e^{\sigma^2}}-1=e^{\sigma^2}-1.$$

The gamma law with the same mean and variance has $a=1/(e^{\sigma^2}-1)$.

The spread has also raised the mean, from $D_0$ to $D$. The inequality $Y>e^{-D}$ compares yields at equal mean count; it does not say that dose spread improves a process held at fixed nominal dose. For that question, expand $h(v)=\exp(-D_0e^v)$ about $v=0$. Its second derivative there is $D_0(D_0-1)e^{-D_0}$, and with $\langle v^2\rangle=\sigma^2$,

$$Y\approx e^{-D_0}\left[1+\tfrac12\sigma^2(D_0^2-D_0)\right]\qquad(\sigma\ll1,\ D_0\sigma\ll1).$$

The term $-D_0$ comes from the higher mean, the term $D_0^2$ from the concentration of defects on fewer chips. For $D_0<1$ the first wins, and a small spread lowers the yield. For $D_0>1$ a small spread raises it.

## 8. A contact-hole layer

Take round parameters for extreme-ultraviolet lithography: wavelength 13.5 nm, dose 40 mJ/cm², and $10^{10}$ holes of 20 nm diameter at 40 nm pitch, filling 16 mm². Let $p_0=5\times10^{-11}$ and $\delta=1.5\,\%$.

**Photon noise.** The photon energy is 91.84 eV, or $1.471\times10^{-17}$ J. Taking the full dose over the hole area and an absorbed fraction of 0.2, the number of photons absorbed in one hole is

$$\frac{400\ \mathrm{J/m^2}\times\pi(10^{-8}\ \mathrm m)^2\times0.2}{1.471\times10^{-17}\ \mathrm J}\approx1708.$$

The relative shot noise is $1/\sqrt{1708}=2.4\,\%$ for one hole, more than the assumed dose spread. But it is independent from hole to hole, and its chip average is smaller by $\sqrt{10^{10}}=10^5$, about $2.4\times10^{-5}\,\%$. Photon noise can contribute to $p_0$; it does not supply the shared spread. Nor does it set the slope assumed here: if a hole failed only when its count of about 1708 photons fell below a threshold, the rate at this $p_0$ would rise tenfold for each 0.9 % of dose, not each 5 %. The assumed slope corresponds to an effective hole-to-hole noise of about 14 % of the dose, so it stands for a process with much larger fluctuations than this photon count gives.

**Mean and shape.** With $\sigma=46.05\times0.015=0.691$ and $D_0=0.5$,

$$D=0.5\,e^{0.2386}=0.635,\qquad a=\frac1{e^{0.4772}-1}=\frac1{0.6115}=1.635.$$

**Yield.** Here $D/a=0.388$, so

$$-\ln Y=1.635\,\ln(1.388)=0.536,\qquad Y=58.5\,\%.$$

The Poisson yield at the same mean is $e^{-0.635}=53.0\,\%$. Their ratio is 1.103, below the bound $e^{D^2/(2a)}=1.131$. Averaging $e^{-L}$ directly over the normal dose error gives 57.9 %. The gamma law therefore overstates the yield by 0.6 percentage points, against an excess over Poisson of about 5 points.

Without dose spread the yield would be $e^{-0.5}=60.7\,\%$. The spread has cost almost 3 points, although the result lies above the Poisson value for the raised mean. The small-$\sigma$ formula gives $0.6065\,(1-0.4772/8)=57.0\,\%$: the right sign, with an error of about 0.9 points because $\sigma$ is not small.

Failed chips carry 1.53 defects on average in the gamma model, against 1.35 in the Poisson model. Someone who knew only the gamma yield and inverted $Y=e^{-D}$ would infer a mean of 0.536, which is 16 % below the true 0.635.

## 9. What changes the result

**Curvature.** The exponential dependence on dose cannot hold without limit, since a probability cannot exceed 1. Replace it by the tail probability of a Gaussian whose argument is linear in dose, matched to the same $p_0$ and the same slope at nominal dose. The mean becomes 0.630 and the yield 58.0 %, a change of 0.1 points from the direct dose average.

**A two-sided window.** Too much dose can make neighbouring holes merge. Suppose missing and merging holes are equally frequent at nominal dose, with equal and opposite slopes and the same total $D_0$. Then $L=D_0\cosh(\beta r)$. Its mean is again $D_0e^{\sigma^2/2}=D$, since both exponentials have the same average. Using $\cosh^2u=\frac12(1+\cosh2u)$,

$$\frac{\langle L^2\rangle}{D^2}-1=\frac{1+e^{2\sigma^2}}{2e^{\sigma^2}}-1=\cosh\sigma^2-1=0.116.$$

The relative variance drops from 0.61 to 0.12. Sharing the rate equally between two failures with unrelated errors would only halve it, to 0.31; the further drop arises because a dose error that worsens one failure relieves the other. The yield is 54.0 %, only 1 point above Poisson.

**Regions.** Four independent regions, each with $a=1.635$, give 54.6 %. The chip-wide excess is mostly lost if the rate is shared only within each quarter of the chip and varies independently from one quarter to the next.

**Repair.** If one defect can be repaired, the chip works for $N\le1$. From section 5, $P(1)=Y D/(1+D/a)=0.267$, so the gamma yield is $0.585+0.267=85.2\,\%$. The Poisson value is $e^{-D}(1+D)=86.7\,\%$. The order has reversed. At given $L$ the yield is now $(1+L)e^{-L}$, whose second derivative is $(L-1)e^{-L}$. It is concave for $L<1$, so a narrow spread about $D=0.635$ lowers the average; the computed values show the same sign for this broad distribution. The reversal holds for small means only: at the same $a$, the gamma value lies above the Poisson value again for $D$ greater than about 0.9. The inequality $Y\ge e^{-D}$ of section 3 belongs to chips that a single defect kills.

**Beside a real process.** The wavelength is that of present extreme-ultraviolet scanners, and a dose of some tens of mJ/cm² and a pitch near 40 nm are roughly typical. The failure probability and its slope depend strongly on resist and hole size, and are round choices here. A spread of 1.5 % would be large for scanner dose alone; it stands for an effective dose that includes chip-to-chip differences in resist thickness, baking and mask pattern. A mask error repeated on every chip shifts the common failure rate but adds nothing to this spread. A loss of some 40 % of chips in one layer is far worse than volume production could accept. With $D$ ten times smaller and $a$ unchanged, the bound $D^2/(2a)$ limits the relative excess to about 0.12 %, and the Poisson formula would serve. Real layers can also fail on both sides of the dose window, which in the symmetric case above moves the yield from 57.9 % to 54.0 %, and memory arrays commonly have spare elements, which can reverse the comparison. The numerical output below lists the inputs and the main computed values.

## Computed results

```
INPUTS (rough, round values)
holes per chip: 1.0e+10
hole pitch: 40 nm; diameter: 20 nm
array area: 16.0 mm2
wavelength: 13.5 nm; dose: 40 mJ/cm2
absorbed fraction: 0.20
nominal failure probability per hole: 5.0e-11
dose loss for tenfold failure rate: 5.0 %
chip-to-chip dose standard deviation: 1.5 %
PHOTON NOISE
photon energy: 91.84 eV
absorbed photons per hole: 1708
relative shot noise, one hole: 2.42 %
relative shot noise, chip average: 2.42e-05 %
RATE SPREAD
log-rate slope per unit relative dose: 46.05
standard deviation of log rate sigma: 0.6908
nominal defects per chip D0: 0.5000
mean defects per chip D: 0.6347
relative variance of chip rate: 0.6115
matched gamma shape a: 1.6353
ratio D/a: 0.3881
YIELDS
gamma yield: 58.49 %
direct dose-average yield (lognormal rate): 57.89 %
Poisson yield at equal mean D: 53.01 %
yield without dose spread: 60.65 %
gamma/Poisson yield ratio: 1.1034
upper bound on this ratio: 1.1311
defect mean inferred by Poisson reading: 0.5363
count variance, gamma mixture: 0.8811
defects per failed chip, gamma: 1.5291
defects per failed chip, Poisson: 1.3507
NEGLECTED EFFECTS
gamma minus lognormal yield: 0.60 points
curved log rate, mean defects: 0.6298
curved log rate, yield: 58.01 %
two-sided window, relative rate variance: 0.1160
two-sided window, yield: 53.99 %
4 independent regions, yield: 54.56 %
one defect repairable, gamma yield: 85.23 %
one defect repairable, Poisson yield: 86.65 %
finite-hole relative yield correction: 1.3e-11
YIELD AT D = 1
shape a = 0.5: 57.74 %
shape a = 1.0: 50.00 %
shape a = 2.0: 44.44 %
shape a = 5.0: 40.19 %
Poisson limit: 36.79 %
```
